# Counting Spin Eigenfunctions and Building the Two Four-Electron Singlets

A configuration places $N$ electrons in $N$ different orbitals, one in each. The orbital part is then fixed, but every electron can still have spin up or down. A Hamiltonian without spin operators conserves the total spin, so it pays to combine the spin products into eigenfunctions of $S^2$ and $S_z$. The problem is to count these combinations and to construct them for four electrons.

We set $\hbar=1$ and write $a$ for spin up (usually $\alpha$) and $b$ for spin down (usually $\beta$). In a product such as $abab$ the first letter belongs to electron 1. The total spin quantum number is $S$, and $M$ is the eigenvalue of $S_z$. The ladder operators are $S_\pm=S_x\pm iS_y$; for one electron, $s_+b=a$ and $s_-a=b$.

## (a) How many spin products have a given $M$?

**Solution.** Let $n_b$ electrons have spin down. Then

$$M=\tfrac12(N-n_b)-\tfrac12 n_b=\tfrac N2-n_b ,\qquad n_b=\tfrac N2-M .$$

Choosing which electrons are down gives the dimension of the sector with this $M$:

$$d(M)=\binom{N}{N/2-M}.$$

A binomial coefficient with a negative lower entry is taken as zero, so that $d(M)=0$ for $M>N/2$. For $N=4$ we find $d(0)=6$, $d(1)=4$ and $d(2)=1$.

## (b) How many independent functions have total spin $S$ at fixed $M$?

**Solution.** Start with $M=S$, the top of each multiplet. From $[S_x,S_y]=iS_z$,

$$S_+S_-=S_x^2+S_y^2-i[S_x,S_y]=S_x^2+S_y^2+S_z,$$

and likewise $S_-S_+=S_x^2+S_y^2-S_z$. Therefore

$$S_+S_-=S_-S_++2S_z,\qquad S^2=S_-S_++S_z^2+S_z. \tag{1}$$

*Functions at the top of a multiplet.* Let $S_zv=Sv$. If $S_+v=0$, equation (1) gives $S^2v=S(S+1)v$. Conversely, if $S^2v=S(S+1)v$, then (1) gives $S_-S_+v=0$. Its inner product with $v$ is $\|S_+v\|^2=0$, so $S_+v=0$. We must therefore find the dimension of the kernel of $S_+$ in the sector $M=S$.

*The raising operator reaches the whole next sector.* Take a nonzero $w$ in the sector $M+1$, with $M\ge0$. Since $S_+$ is the adjoint of $S_-$,

$$\|S_-w\|^2=\langle w|S_+S_-w\rangle=\|S_+w\|^2+2(M+1)\|w\|^2>0 .$$

Thus $S_-w\neq0$. Suppose now that $w$ were orthogonal to every $S_+u$ with $u$ in sector $M$. Then $0=\langle w|S_+u\rangle=\langle S_-w|u\rangle$ for all such $u$, which forces $S_-w=0$, a contradiction. So $S_+$ maps sector $M$ onto sector $M+1$, and its rank is $d(M+1)$.

The dimension of a kernel is the dimension of the space minus the rank. With $M=S$,

$$\boxed{f(N,S)=d(S)-d(S+1)=\binom{N}{N/2-S}-\binom{N}{N/2-S-1}} \tag{2}$$

Here $S=N/2,\,N/2-1,\dots\ge0$.

*Other values of $M$.* On a function with spin $S$ and projection $M$,

$$S_+S_-=S(S+1)-M^2+M=(S+M)(S-M+1). \tag{3}$$

This is nonzero for $-S<M\le S$. Since $S_-$ commutes with $S^2$, it carries independent spin-$S$ functions at $M$ into independent spin-$S$ functions at $M-1$. On the latter, $S_-S_+$ has the same nonzero value, so $S_+$ carries them back without loss. The number is $f(N,S)$ for every $M$ from $-S$ to $S$.

*Nothing has been missed.* For $M\ge0$, the counts of all spins $S\ge M$ telescope:

$$\sum_{S\ge M}f(N,S)=\sum_{S\ge M}[d(S)-d(S+1)]=d(M).$$

Functions of different $S$ are orthogonal, so these functions fill the sector. For $N=4$ the counts are $f(4,0)=6-4=2$, $f(4,1)=4-1=3$ and $f(4,2)=1$. The six products with $M=0$ thus yield two singlets, three triplet components and one quintet component.

*How much is saved?* Put $k=N/2-S$. Because $\binom{N}{k-1}=\binom Nk\,k/(N-k+1)$,

$$f(N,S)=\binom Nk\frac{N-2k+1}{N-k+1}=\binom{N}{N/2-S}\frac{2S+1}{N/2+S+1}.$$

For singlets the fraction is $1/(N/2+1)$. At $N=12$ it reduces 924 determinants to $924/7=132$ singlet functions. The saving grows only linearly with $N$, while the number of functions still grows rapidly. In the opposite limit, $S=N/2$, there is one function for each $M$.

## (c) How does the count change when one electron is added?

**Solution.** Keep $k=N/2-S$. For $N-1$ electrons, the lower entry of the first binomial in (2) is $k$ if the spin is $S-\frac12$, and $k-1$ if it is $S+\frac12$. Hence

$$\begin{aligned}
f(N-1,S-\tfrac12)+f(N-1,S+\tfrac12)
&=\left[\tbinom{N-1}{k}-\tbinom{N-1}{k-1}\right]+\left[\tbinom{N-1}{k-1}-\tbinom{N-1}{k-2}\right]\\
&=\left[\tbinom{N-1}{k}+\tbinom{N-1}{k-1}\right]-\left[\tbinom{N-1}{k-1}+\tbinom{N-1}{k-2}\right]\\
&=\tbinom Nk-\tbinom N{k-1}=f(N,S).
\end{aligned}$$

The second line adds and subtracts $\binom{N-1}{k-1}$ in a different grouping; the third uses Pascal's rule twice. At $S=0$ the first term is $\binom{N-1}{N/2}-\binom{N-1}{N/2-1}=0$ by the symmetry of the binomials, so no negative spin contributes.

This is a rule for counting paths. Plot $S$ against the number of electrons. Start at $S=\frac12$ for one electron, where $f=1$, and step up or down by $\frac12$ for each further electron without going below zero. The number of paths ending at $(N,S)$ obeys the same recursion from the same start, so it equals $f(N,S)$. This plot is the branching diagram.

Four-electron singlets have two paths:

$$\tfrac12\to0\to\tfrac12\to0,\qquad \tfrac12\to1\to\tfrac12\to0 .$$

## (d) How is an electron coupled to a parent of spin $S'$?

**Solution.** Let $X'(M')$ be the normalized parent functions, with phases fixed by

$$S'_-X'(M')=+\sqrt{(S'+M')(S'-M'+1)}\,X'(M'-1).$$

The magnitude follows from (3); the plus sign is our convention. At total projection $M$ there are two products,

$$u=X'(M-\tfrac12)\,a,\qquad w=X'(M+\tfrac12)\,b .$$

With $\mathbf S=\mathbf S'+\mathbf s$,

$$S^2=S'^2+\tfrac34+2S'_zs_z+S'_+s_-+S'_-s_+ .$$

Set $p=S'+\frac12$, so that $S'(S'+1)+\frac34=p^2+\frac12$. The term $2S'_zs_z$ gives $M-\frac12$ on $u$ and $-(M+\frac12)$ on $w$. The ladder terms exchange $u$ and $w$ with the factor

$$r=\sqrt{(S'-M+\tfrac12)(S'+M+\tfrac12)}=\sqrt{p^2-M^2}.$$

In the basis $u,w$ we therefore have

$$S^2=\begin{pmatrix}p^2+M&r\\ r&p^2-M\end{pmatrix},\qquad
\text{eigenvalues } p^2\pm\sqrt{M^2+r^2}=p(p\pm1).$$

The upper eigenvalue means $S=p=S'+\frac12$. Its eigenvector obeys $(M-p)c_u+rc_w=0$, so $c_w/c_u=\sqrt{(p-M)/(p+M)}$. After normalization,

$$S=S'+\tfrac12:\quad X(M)=\frac{\sqrt{S+M}\,u+\sqrt{S-M}\,w}{\sqrt{2S}}. \tag{4}$$

The lower eigenvalue means $S=p-1=S'-\frac12$. Now $(M+p)c_u+rc_w=0$, so $c_u/c_w=-\sqrt{(p-M)/(p+M)}$, and

$$S=S'-\tfrac12:\quad X(M)=\frac{-\sqrt{S-M+1}\,u+\sqrt{S+M+1}\,w}{\sqrt{2S+2}}. \tag{5}$$

At $M=\pm(S'+\frac12)$ one of the two products does not exist, and (4) gives it the coefficient zero.

*The phases can be passed on.* To use $X$ as the next parent, $S_-X(M)$ must be a positive multiple of $X(M-1)$. It is certainly a multiple, since each value of $S$ occurs once in the two-dimensional space. For (4), the component of $S_-X(M)$ ending in $b$ is positive, as it is in $X(M-1)$. For (5), the component ending in $a$ is negative in both. The convention is preserved.

*Different paths give orthogonal functions.* Adding later electrons leaves the spin $S_k$ of the first $k$ electrons unchanged. Two different paths differ at some $k$, so their functions have different eigenvalues of the Hermitian operator $S_k^2$ and are orthogonal. Since there are $f(N,S)$ paths, their functions form an orthonormal basis for the given $S$ and $M$. This is the genealogical basis.

## (e) Construct the two four-electron singlets.

**Solution.** *Two electrons.* Equations (5) and (4), with $S'=\frac12$, give

$$\Sigma=\frac{ab-ba}{\sqrt2},\qquad T_1=aa,\quad T_0=\frac{ab+ba}{\sqrt2},\quad T_{-1}=bb .$$

*First path.* Adding electron 3 to the singlet $\Sigma$ gives the doublet components $\Sigma a$ and $\Sigma b$. For the last step, (5) with $S=M=0$ reads

$$X=\frac{-D_-\,a+D_+\,b}{\sqrt2}, \tag{6}$$

where $D_\pm$ are the three-electron functions with $M=\pm\frac12$. Thus

$$A=\frac{-\Sigma ba+\Sigma ab}{\sqrt2}=\frac{(ab-ba)(ab-ba)}2
=\boxed{\tfrac12(abab-abba-baab+baba)} .$$

Electrons 1 and 2 form a singlet pair, and so do electrons 3 and 4.

*Second path.* Couple electron 3 to the triplet. Equation (5) with $S=\frac12$ gives

$$D_+=\frac{-T_0a+\sqrt2\,T_1b}{\sqrt3}=\frac{2aab-aba-baa}{\sqrt6},$$

$$D_-=\frac{-\sqrt2\,T_{-1}a+T_0b}{\sqrt3}=\frac{-2bba+abb+bab}{\sqrt6}.$$

Inserting these in (6), with $\sqrt6\sqrt2=\sqrt{12}$, gives

$$\boxed{B=\frac{2aabb+2bbaa-abab-abba-baba-baab}{\sqrt{12}}}$$

The squared coefficients add to $(4+4+1+1+1+1)/12=1$. The overlap $\langle A|B\rangle$ is proportional to $-1+1+1-1=0$. Grouping the letters in pairs also gives

$$B=\frac{T_1T_{-1}+T_{-1}T_1-T_0T_0}{\sqrt3}.$$

Both pairs are triplets, although the total spin is zero. A singlet therefore need not consist of singlet pairs in the chosen pairing.

## (f) Can the same coefficients be used with Slater determinants?

**Solution.** Yes, if the orbital order is fixed. Let $c^\dagger_{p\sigma}$ create an electron with spin $\sigma$ in orbital $p$, and replace each spin product by

$$\sigma_1\sigma_2\sigma_3\sigma_4\;\longrightarrow\;c^\dagger_{1\sigma_1}c^\dagger_{2\sigma_2}c^\dagger_{3\sigma_3}c^\dagger_{4\sigma_4}|0\rangle .$$

The letters now label orbitals. The raising operator is $S_+=\sum_pc^\dagger_{pa}c_{pb}$. Each term is a product of two fermion operators, so it passes the creators of other orbitals without a sign and changes $c^\dagger_{pb}$ into $c^\dagger_{pa}$ in place. This is how $S_+$ acts on spin products. The same holds for $S_-$ and $S_z$, and hence for $S^2$. The resulting combinations of determinants are configuration state functions (CSFs).

A doubly occupied orbital is annihilated by its terms in $S_\pm$ and has $S_z=0$. It adds no spin, so in (2) $N$ counts the singly occupied orbitals. Summing over different spatial configurations is a separate count.

*A change of operator order changes signs.* Suppose all spin-up creators are placed first, with the orbital order kept within each spin. Each spin-down creator standing before a spin-up creator must be passed once, giving $(-1)^q$, where $q$ counts such pairs. For $abab$, $q=1$; for $baba$, $q=3$. These two determinants change sign and the other four do not.

If the sign is ignored, $A$ turns into a state whose coefficients in the original order are all $-\frac12$. At $M=0$, equation (1) gives $\langle S^2\rangle=\|S_+v\|^2$. Each determinant with one spin down is reached from two of the four terms, so its coefficient in $S_+v$ is $-\frac12-\frac12=-1$. Four such determinants give $\langle S^2\rangle=4$.

For $B$, the signs of $abab$ and $baba$ are reversed. The coefficient of each determinant with one spin down becomes $(2+1-1)/\sqrt{12}=2/\sqrt{12}$, instead of the correct $(2-1-1)/\sqrt{12}=0$. Hence $\langle S^2\rangle=4\times4/12=4/3$. Neither 4 nor 4/3 equals $S(S+1)$ for an integer $S$, so these states are spin mixtures.

## (g) Find the singlet energies of an open four-spin chain.

Take the model Hamiltonian

$$H=J(\mathbf s_1\cdot\mathbf s_2+\mathbf s_2\cdot\mathbf s_3+\mathbf s_3\cdot\mathbf s_4),\qquad J=10\ \text{meV}.$$

**Solution.** For a pair with spin $S_{ij}$, $\mathbf s_i\cdot\mathbf s_j=\frac12[S_{ij}(S_{ij}+1)-\frac32]$. This is $-\frac34$ for a singlet pair and $\frac14$ for a triplet pair. The outer bonds are therefore diagonal: together they contribute $-\frac32J$ to $A$ and $+\frac12J$ to $B$.

For the middle bond use $\mathbf s_2\cdot\mathbf s_3=\frac12P_{23}-\frac14$, where $P_{23}$ exchanges the middle two letters. Its eigenvalues, $+1$ for a triplet and $-1$ for a singlet, reproduce the values above. Then

$$P_{23}A=\tfrac12(aabb-abba-baab+bbaa),$$

$$P_{23}B=\frac{2abab+2baba-aabb-abba-bbaa-baab}{\sqrt{12}}.$$

The overlaps are

$$\langle A|P_{23}A\rangle=\frac{1+1}4=\frac12,\qquad
\langle B|P_{23}A\rangle=\frac{2+2+1+1}{2\sqrt{12}}=\frac{\sqrt3}2,$$

$$\langle B|P_{23}B\rangle=\frac{-2-2-2-2+1+1}{12}=-\frac12 .$$

The middle bond thus has the elements $0$ for $AA$, $\sqrt3/4$ for $AB$ and $-\frac12$ for $BB$. Adding the outer bonds,

$$H=J\begin{pmatrix}-\frac32&\frac{\sqrt3}4\\ \frac{\sqrt3}4&0\end{pmatrix}
=\begin{pmatrix}-15.00&4.33\\4.33&0\end{pmatrix}\text{meV}.$$

With $E=J\varepsilon$, the determinant condition is $\varepsilon^2+\frac32\varepsilon-\frac3{16}=0$, so

$$E_\mp=J\left(-\frac34\mp\frac{\sqrt3}2\right),\qquad E_-=-16.16\ \text{meV},\quad E_+=1.16\ \text{meV}.$$

Diagonalization in the full 16-dimensional spin space gives the same two singlet energies, as the numerical output shows. It also confirms that the lower one is the ground state for this positive $J$.

The first row of the eigenvalue equation gives the coefficient ratio in the lowest singlet:

$$\frac{c_B}{c_A}=\frac{\varepsilon_-+\frac32}{\sqrt3/4}=\sqrt3-2=-0.268 .$$

The weight of $A$ is $1/(1+0.268^2)=0.933$, and that of $B$ is $0.067$. Function $A$ alone gives $-15.00$ meV; mixing in $B$ lowers the energy by 1.16 meV. This is about 7% of $|E_-|$, comparable to the weight of $B$.

*Weak middle bond.* Let the middle coupling be $\lambda J$. The matrix elements in units of $J$ become $-\frac32$, $\lambda\sqrt3/4$ and $\frac12-\frac\lambda2$, and the lower energy is

$$\frac{E_-}J=-\frac12-\frac\lambda4-\sqrt{1-\frac\lambda2+\frac{\lambda^2}4}
=-\frac32-\frac{3\lambda^2}{32}+O(\lambda^3).$$

At $\lambda=0$ the chain separates into two singlet pairs, and $A$ is the lowest singlet. At $\lambda=1$ the previous result returns. The middle bond has no first-order effect because its expectation value in $A$ is zero; it acts by mixing in $B$.

The two-by-two reduction works because $H$ maps singlets into singlets, which is guaranteed when total spin is conserved. A term such as spin–orbit coupling can connect singlets to other spin states. The count of spin functions remains valid, but the singlet block can then no longer be treated alone.

## Computed results

```
Four electrons: product functions d(M) and spin functions f(4,S)
  M=S=0: d=6, f=2
  M=S=1: d=4, f=3
  M=S=2: d=1, f=1
Branching diagram, f(N,S) from path counting (dimensionless)
  N=1: S=0.5: 1
  N=2: S=0: 1, S=1: 1
  N=3: S=0.5: 2, S=1.5: 1
  N=4: S=0: 2, S=1: 3, S=2: 1
  N=5: S=0.5: 5, S=1.5: 4, S=2.5: 1
  N=6: S=0: 5, S=1: 9, S=2: 5, S=3: 1
  N=7: S=0.5: 14, S=1.5: 14, S=2.5: 6, S=3.5: 1
  N=8: S=0: 14, S=1: 28, S=2: 20, S=3: 7, S=4: 1
M=0 determinants and singlet CSFs, one open-shell configuration
  N=4: determinants 6, singlets 2
  N=6: determinants 20, singlets 5
  N=8: determinants 70, singlets 14
  N=10: determinants 252, singlets 42
  N=12: determinants 924, singlets 132
Coefficients of A and B; sign for alpha-first operator order
  aabb: A=+0.000000, B=+0.577350, sign=+1
  abab: A=+0.500000, B=-0.288675, sign=-1
  abba: A=-0.500000, B=-0.288675, sign=+1
  baab: A=-0.500000, B=-0.288675, sign=+1
  baba: A=+0.500000, B=-0.288675, sign=-1
  bbaa: A=+0.000000, B=+0.577350, sign=+1
Overlap <A|B> = 0.000000
A: <S^2> = 0.000000, pair 1,2 <S12^2> = 0.000000
A: <S^2> with ordering sign dropped = 4.000000
B: <S^2> = 0.000000, pair 1,2 <S12^2> = 2.000000
B: <S^2> with ordering sign dropped = 1.333333
Chain: J = 10.0 meV
H_AA = -15.0000 meV
H_AB = 4.3301 meV
H_BB = 0.0000 meV
Singlet energies, 2x2 CSF matrix: -16.1603, 1.1603 meV
Singlet energies, 16-dim space:   -16.1603, 1.1603 meV
Lowest singlet: coefficient ratio B/A = -0.2679
Lowest singlet: weight A = 0.9330, weight B = 0.0670
```
